\section*{The Fierz matrix for Dirac quartic products and its square}

For four Dirac spinors with commuting components, define the five Lorentz-invariant products
\begin{align}
S&=(\bar u_1u_2)(\bar u_3u_4),\nonumber\\
V&=(\bar u_1\gamma^\mu u_2)(\bar u_3\gamma_\mu u_4),\nonumber\\
T&=\tfrac12(\bar u_1\sigma^{\mu\nu}u_2)(\bar u_3\sigma_{\mu\nu}u_4),\label{products}\\
A&=(\bar u_1\gamma^\mu\gamma_5u_2)(\bar u_3\gamma_\mu\gamma_5u_4),\nonumber\\
P&=(\bar u_1\gamma_5u_2)(\bar u_3\gamma_5u_4).\nonumber
\end{align}
Let $Q=(S,V,T,A,P)^{T}$, and let $Q'=(S',V',T',A',P')^{T}$ be the same list with $u_2$ and $u_4$ exchanged, so that for instance $S'=(\bar u_1u_4)(\bar u_3u_2)$. Then
\begin{equation}
Q=FQ',\qquad
F=\begin{pmatrix}
\frac14&\frac14&\frac14&-\frac14&\frac14\\[2pt]
1&-\frac12&0&-\frac12&-1\\[2pt]
\frac32&0&-\frac12&0&\frac32\\[2pt]
-1&-\frac12&0&-\frac12&1\\[2pt]
\frac14&-\frac14&\frac14&\frac14&\frac14
\end{pmatrix},\qquad F^2=1.
\label{result}
\end{equation}
The conventions are $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$ with $g=\mathrm{diag}(1,-1,-1,-1)$, $\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3$, $\sigma^{\mu\nu}=\frac i2[\gamma^\mu,\gamma^\nu]$ and $\bar u=u^\dagger\gamma^0$. Repeated Lorentz indices are summed unless stated otherwise. The factor $\frac12$ in $T$ makes each pair $\mu<\nu$ count once. The spinors are arbitrary and need not solve the Dirac equation: the identity concerns $4\times4$ matrices alone.

Two properties of $\gamma_5$ are needed. Moving $\gamma^\mu$ through $\gamma^0\gamma^1\gamma^2\gamma^3$ gives three minus signs from the other matrices and none from $\gamma^\mu$ itself, so $\gamma_5\gamma^\mu=-\gamma^\mu\gamma_5$. In $\gamma_5^2=-(\gamma^0\gamma^1\gamma^2\gamma^3)(\gamma^0\gamma^1\gamma^2\gamma^3)$, bringing equal matrices together takes $3+2+1=6$ interchanges, an even number. The result is $-(\gamma^0)^2(\gamma^1)^2(\gamma^2)^2(\gamma^3)^2=-(1)(-1)^3=1$.

Consider now the sixteen matrices
\begin{equation}
\Gamma_B\in\{1;\ \gamma^\mu;\ \sigma^{\mu\nu}\ (\mu<\nu);\ \gamma^\mu\gamma_5;\ \gamma_5\},
\end{equation}
which fall into classes $S,V,T,A,P$ with $1,4,6,4,1$ members. Up to a numerical factor, each is a product of distinct $\gamma$ matrices: none for the unit matrix, one for $V$, two for $T$ (since $\sigma^{\mu\nu}=i\gamma^\mu\gamma^\nu$ when $\mu\ne\nu$), three for $A$ and four for $P$. Different members correspond to different subsets of $\{\gamma^0,\gamma^1,\gamma^2,\gamma^3\}$. In the product of two different members the common $\gamma$'s square to $\pm1$, and a nonempty product of distinct $\gamma$'s remains.

Such a remainder has zero trace. If it contains an even number $k$ of factors, choose a $\gamma^\alpha$ among them; passing it through gives $k-1$ minus signs. If $k$ is odd, hence 1 or 3, choose a $\gamma^\alpha$ not among them; passing it through gives $k$ minus signs. In both cases $\gamma^\alpha$ anticommutes with the remainder $R$, so that $\mathrm{Tr}\,R=\mathrm{Tr}[\gamma^\alpha R(\gamma^\alpha)^{-1}]=-\mathrm{Tr}\,R=0$.

What remains is the product of each member with its own index-lowered partner, denoted $\tilde\Gamma_B$. Without summation over indices, and with $\mu\neq\nu$ in the tensor case,
\begin{align}
\gamma^\mu\gamma_\mu&=1,\nonumber\\
\sigma^{\mu\nu}\sigma_{\mu\nu}&=-\gamma^\mu\gamma^\nu\gamma_\mu\gamma_\nu
=\gamma^\mu\gamma_\mu\gamma^\nu\gamma_\nu=1,\\
\gamma^\mu\gamma_5\gamma_\mu\gamma_5&=-\gamma^\mu\gamma_\mu\gamma_5^2=-1,\nonumber
\end{align}
while $1\cdot1=\gamma_5\gamma_5=1$. The axial class alone has a minus sign. Define therefore the dual matrices
\begin{equation}
\Gamma^B=\varepsilon_J\tilde\Gamma_B\quad(B\in J),\qquad
\varepsilon=(1,1,1,-1,1),
\label{dual}
\end{equation}
in the order $S,V,T,A,P$. They satisfy
\begin{equation}
\mathrm{Tr}(\Gamma^B\Gamma_C)=4\,\delta^B_C .
\label{ortho}
\end{equation}
If $\sum_Cc_C\Gamma_C=0$, multiplying by $\Gamma^B$ and taking the trace gives $4c_B=0$. The sixteen matrices are thus linearly independent, and since the space of $4\times4$ matrices has dimension sixteen, they form a basis. Any $M$ can be written $M=\sum_Bc_B\Gamma_B$, and the same trace gives the coefficients:
\begin{equation}
M=\frac14\sum_B\Gamma_B\,\mathrm{Tr}(\Gamma^BM).
\label{complete}
\end{equation}
In components, $M_{ij}=\frac14\sum_B(\Gamma_B)_{ij}(\Gamma^B)_{kl}M_{lk}$. As $M$ is arbitrary, this is the completeness relation
\begin{equation}
\delta_{il}\delta_{jk}=\frac14\sum_B(\Gamma_B)_{ij}(\Gamma^B)_{kl}.
\end{equation}

The middle of a quartic product contains the matrix $u_2\bar u_3$, with elements $(u_2)_j(\bar u_3)_k$. For it, $\mathrm{Tr}(\Gamma^Bu_2\bar u_3)=\bar u_3\Gamma^Bu_2$, where the components have been reordered without a sign because they commute. Equation \eqref{complete} then gives, for any matrices $X$ and $Y$,
\begin{equation}
(\bar u_1Xu_2)(\bar u_3Yu_4)=\bar u_1X(u_2\bar u_3)Yu_4
=\frac14\sum_B(\bar u_1X\Gamma_BYu_4)(\bar u_3\Gamma^Bu_2).
\label{rearr}
\end{equation}
The spinors are now paired as 14 and 32. To obtain $Q_I$ on the left, set $X=\Gamma_a$, $Y=\tilde\Gamma_a$ and sum over $a$ in class $I$. On the right this produces a sum that, as shown below, returns each basis matrix multiplied by a number depending only on its class:
\begin{equation}
\sum_{a\in I}\Gamma_a\Gamma_B\tilde\Gamma_a=\lambda_{IJ}\Gamma_B\qquad(B\in J).
\label{lambda}
\end{equation}
Inserting this and \eqref{dual} into \eqref{rearr},
\begin{equation}
Q_I=\frac14\sum_J\lambda_{IJ}\,\varepsilon_J\sum_{B\in J}(\bar u_1\Gamma_Bu_4)(\bar u_3\tilde\Gamma_Bu_2)
=\sum_JF_{IJ}Q'_J,\qquad F_{IJ}=\tfrac14\lambda_{IJ}\varepsilon_J .
\label{Fformula}
\end{equation}
The problem is reduced to the contraction factors $\lambda_{IJ}$.

For $I=S$ they all equal 1. For $I=V$ write $\gamma^\mu\Gamma\gamma_\mu=v\,\Gamma$. The unit matrix gives $\gamma^\mu\gamma_\mu=4$. For the other classes,
\begin{align}
\gamma^\mu\gamma^\alpha\gamma_\mu&=(2g^{\mu\alpha}-\gamma^\alpha\gamma^\mu)\gamma_\mu
=2\gamma^\alpha-4\gamma^\alpha=-2\gamma^\alpha,\nonumber\\
\gamma^\mu\gamma^\alpha\gamma^\beta\gamma_\mu
&=\gamma^\mu\gamma^\alpha(2\delta^\beta_\mu-\gamma_\mu\gamma^\beta)
=2\gamma^\beta\gamma^\alpha+2\gamma^\alpha\gamma^\beta=4g^{\alpha\beta},\\
\gamma^\mu\gamma^\alpha\gamma_5\gamma_\mu&=-\gamma^\mu\gamma^\alpha\gamma_\mu\gamma_5
=2\gamma^\alpha\gamma_5,\nonumber\\
\gamma^\mu\gamma_5\gamma_\mu&=-\gamma_5\gamma^\mu\gamma_\mu=-4\gamma_5.\nonumber
\end{align}
The second line vanishes for $\alpha\ne\beta$, so tensors have $v=0$. Altogether $v=(4,-2,0,2,-4)$.

For $I=P$ write $\gamma_5\Gamma\gamma_5=h\,\Gamma$. Since $\gamma_5^2=1$, $h$ is $+1$ for matrices with an even number of $\gamma$'s and $-1$ for those with an odd number: $h=(1,-1,1,-1,1)$.

The axial row follows by moving the last $\gamma_5$ to the left of $\gamma_\mu$:
\begin{equation}
\gamma^\mu\gamma_5\Gamma\gamma_\mu\gamma_5=-\gamma^\mu(\gamma_5\Gamma\gamma_5)\gamma_\mu=-hv\,\Gamma .
\end{equation}

For the tensor row use $\frac12[\gamma^\mu,\gamma^\nu]=\gamma^\mu\gamma^\nu-g^{\mu\nu}$, hence $\sigma^{\mu\nu}=i(\gamma^\mu\gamma^\nu-g^{\mu\nu})$. Then
\begin{align}
\sigma^{\mu\nu}\Gamma\sigma_{\mu\nu}
&=-(\gamma^\mu\gamma^\nu-g^{\mu\nu})\,\Gamma\,(\gamma_\mu\gamma_\nu-g_{\mu\nu})\nonumber\\
&=-\gamma^\mu\gamma^\nu\Gamma\gamma_\mu\gamma_\nu+4\Gamma+4\Gamma-4\Gamma .
\label{tensor1}
\end{align}
The two terms $+4\Gamma$ are the cross terms, each containing $\gamma^\mu\gamma_\mu=4$; the last comes from $g^{\mu\nu}g_{\mu\nu}=4$. In the first term, replace $\gamma_\mu\gamma_\nu$ by $2g_{\mu\nu}-\gamma_\nu\gamma_\mu$:
\begin{equation}
\gamma^\mu\gamma^\nu\Gamma\gamma_\mu\gamma_\nu
=2\gamma^\mu\gamma_\mu\Gamma-\gamma^\mu(\gamma^\nu\Gamma\gamma_\nu)\gamma_\mu
=(8-v^2)\Gamma .
\end{equation}
Therefore $\sigma^{\mu\nu}\Gamma\sigma_{\mu\nu}=(v^2-4)\Gamma$, and with the factor $\frac12$ the tensor row is $\frac12(v^2-4)=(6,0,-2,0,6)$. The complete table is
\begin{equation}
\lambda=\begin{pmatrix}
1&1&1&1&1\\
4&-2&0&2&-4\\
6&0&-2&0&6\\
-4&-2&0&2&4\\
1&-1&1&-1&1
\end{pmatrix}.
\end{equation}
According to \eqref{Fformula}, changing the sign of the fourth column and dividing everything by 4 gives the matrix $F$ in \eqref{result}.

To prove that $F^2=1$, note first that the five products are linearly independent. Suppose that $\sum_Ic_IQ_I=0$ for all spinors. Their components can be chosen freely, so the coefficients of every combination of components must vanish:
\begin{equation}
\sum_Ic_I\sum_{B\in I}(\Gamma_B)_{ij}(\tilde\Gamma_B)_{kl}=0 .
\end{equation}
Take any $\Gamma_C$ in class $J$, multiply by $(\Gamma_C)_{lk}$ and sum over $k$ and $l$. Since $\tilde\Gamma_B=\varepsilon_I\Gamma^B$, orthogonality \eqref{ortho} leaves $4c_J\varepsilon_J\Gamma_C=0$, so $c_J=0$. This holds for each class.

The relation $Q=FQ'$ is valid for any four spinors. Applied with $u_2$ and $u_4$ interchanged, it reads $Q'=FQ$. Combining the two,
\begin{equation}
Q=FQ'=F^2Q,\qquad (F^2-1)Q=0\quad\text{for all spinors}.
\end{equation}
Each row of $F^2-1$ is a linear relation among the five products, and independence makes every such row zero. Thus $F^2=1$: exchanging the same two spinors twice restores the original order.

Direct multiplication gives the same answer and reveals the structure of $F$. Let $F_I$ denote row $I$ of $F$. From \eqref{result},
\begin{align}
F_S-F_P&=(0,\tfrac12,0,-\tfrac12,0), & F_S+F_P&=(\tfrac12,0,\tfrac12,0,\tfrac12),\nonumber\\
F_V+F_A&=(0,-1,0,-1,0), & F_V-F_A&=(2,0,0,0,-2).
\label{rows}
\end{align}
Row $I$ of $F^2$ is the sum of the rows $F_J$ weighted by $F_{IJ}$, so
\begin{align}
(F^2)_S&=\tfrac14[(F_S+F_P)+(F_V-F_A)+F_T]=(1,0,0,0,0),\nonumber\\
(F^2)_V&=(F_S-F_P)-\tfrac12(F_V+F_A)=(0,1,0,0,0),\nonumber\\
(F^2)_T&=\tfrac32(F_S+F_P)-\tfrac12F_T=(0,0,1,0,0),\\
(F^2)_A&=-(F_S-F_P)-\tfrac12(F_V+F_A)=(0,0,0,1,0),\nonumber\\
(F^2)_P&=\tfrac14[(F_S+F_P)-(F_V-F_A)+F_T]=(0,0,0,0,1).\nonumber
\end{align}

A matrix whose square is 1 can be diagonalized with eigenvalues $\pm1$. Here the trace is $\frac14-\frac12-\frac12-\frac12+\frac14=-1$, so among five eigenvalues $+1$ occurs twice and $-1$ three times. The corresponding combinations of products follow from \eqref{rows}, which states that
\begin{equation}
V+A=-(V'+A'),\qquad V-A=2(S'-P'),\qquad S-P=\tfrac12(V'-A'),
\label{simple}
\end{equation}
and $S+P=\frac12(S'+P'+T')$. Together with $T=\frac32(S'+P')-\frac12T'$, these show that
\begin{equation}
3S+T+3P,\qquad 2(S-P)+(V-A)
\end{equation}
are unchanged by the exchange, while
\begin{equation}
V+A,\qquad S-T+P,\qquad 2(S-P)-(V-A)
\end{equation}
change sign.

The relations \eqref{simple} have a direct meaning for particles of definite chirality. Let $w_2=(1-\gamma_5)u_2$ and $w_4=(1-\gamma_5)u_4$, both left-handed, so that $\gamma_5w=-w$. With these in place of $u_2$ and $u_4$, each axial factor is minus the vector factor. The two signs cancel, giving $A=V$ and likewise $A'=V'$. The first relation becomes
\begin{equation}
(\bar u_1\gamma^\mu w_2)(\bar u_3\gamma_\mu w_4)=-(\bar u_1\gamma^\mu w_4)(\bar u_3\gamma_\mu w_2).
\label{LL}
\end{equation}
A product of two left-handed currents keeps its form under the exchange. If instead $w_4=(1+\gamma_5)u_4$ is right-handed, then $A=-V$. In the exchanged order $P'=-S'$, because one of the two factors $\gamma_5$ gives $+1$ and the other $-1$. The second relation then reads $2V=4S'$, or
\begin{equation}
(\bar u_1\gamma^\mu w_2)(\bar u_3\gamma_\mu w_4)=2(\bar u_1w_4)(\bar u_3w_2).
\end{equation}
A product of currents of opposite chirality turns into a product of scalars.

These signs are for commuting components, as in the spinor factors of a scattering amplitude. For anticommuting fields,
\begin{equation}
\bar\psi_{1i}\psi_{2j}\bar\psi_{3k}\psi_{4l}=-\bar\psi_{1i}\psi_{4l}\bar\psi_{3k}\psi_{2j},
\end{equation}
because interchanging two factors with one between them takes three neighbouring interchanges. The matrix becomes $-F$, and its square is again 1. The minus sign in \eqref{LL} then disappears: the left-handed contact interaction equals its exchanged form. For field operators this requires that they anticommute inside the product, as they do under normal ordering; otherwise the reordering leaves additional terms. If the fields carry further labels such as colour, the exchange moves these too, and $F$ accounts for the Dirac indices alone.

The entries of $F$ also depend on how the five products are normalized. If $Q$ is replaced by $DQ$, with $D$ diagonal and invertible, then $F$ becomes $DFD^{-1}$. Omitting the $\frac12$ in $T$, for example, doubles the tensor row and halves the tensor column, leaving their common element unchanged. The square remains 1, since $DFD^{-1}DFD^{-1}=DF^2D^{-1}=1$. The restriction to four dimensions is more serious: both the sixteen-element basis and $\gamma^\mu\gamma_\mu=4$ were used, so the derivation does not carry over to a calculation continued to another dimension.

A numerical case shows the signs at work. In the Dirac representation, where $\gamma^0=\mathrm{diag}(1,1,-1,-1)$, take the dimensionless spinors
\begin{equation}
u_1=(2,1,0,1),\quad u_2=(1,1,1,0),\quad u_3=(2,1,1,0),\quad u_4=(3,1,1,2),
\end{equation}
understood as columns. The scalar bilinear of the pair 12 is $2\cdot1+1\cdot1-0\cdot1-1\cdot0=3$, and that of the pair 34 is 6, so $S=3\cdot6=18$. The vector bilinears with upper indices are $(3,2,2i,1)$ for 12 and $(8,6,-4i,3)$ for 34. Lowering the index in one factor changes the sign of the spatial terms:
\begin{equation}
V=3\cdot8-2\cdot6-(2i)(-4i)-1\cdot3=24-12-8-3=1 .
\end{equation}
The axial bilinears are $(3,4,0,1)$ and $(7,7,-i,6)$, whence $A=21-28-0-6=-13$. For the tensor, components $0i$ enter with a minus sign and purely spatial ones with a plus sign. In the order $01,02,03,12,13,23$ the bilinears are $(0,0,3i,1,2i,2)$ and $(4i,2,-3i,4,-3i,3)$, so
\begin{equation}
T=-(0+0+9)+(4+6+6)=7 .
\end{equation}
Both pseudoscalar bilinears equal 1, so $P=1$. The same evaluation for the pairs 14 and 32 gives
\begin{equation}
Q=(18,1,7,-13,1),\qquad Q'=(10,23,25,-11,3).
\end{equation}
The Fierz matrix must produce the first list from the second. Row by row,
\begin{align}
S&=\tfrac14(10+23+25+11+3)=18,\nonumber\\
V&=10-\tfrac{23}2+\tfrac{11}2-3=1,\nonumber\\
T&=\tfrac32\cdot10-\tfrac{25}2+\tfrac32\cdot3=7,\\
A&=-10-\tfrac{23}2+\tfrac{11}2+3=-13,\nonumber\\
P&=\tfrac14(10-23+25-11+3)=1.\nonumber
\end{align}
Applying $F$ to $Q$ returns $(10,23,25,-11,3)$, as $F^2=1$ requires. The even combination $3S+T+3P$ equals 64 in both orders, while $V+A$ changes from $-12$ to $12$. Beyond this one set of spinors, the numerical check determines $F$ independently by solving the linear equations for all 256 component products, and confirms the extra minus sign with explicitly anticommuting variables.

\section*{Values computed for the example and the checks}
\begin{verbatim}
All numbers are dimensionless; column order S V T A P
dual signs eps:      1      1      1     -1      1
Contraction factors lambda (row: summed class)
  S      1      1      1      1      1
  V      4     -2      0      2     -4
  T      6      0     -2      0      6
  A     -4     -2      0      2      4
  P      1     -1      1     -1      1
Fierz matrix F (commuting spinors)
  S    1/4    1/4    1/4   -1/4    1/4
  V      1   -1/2      0   -1/2     -1
  T    3/2      0   -1/2      0    3/2
  A     -1   -1/2      0   -1/2      1
  P    1/4   -1/4    1/4    1/4    1/4
F squared
  S      1      0      0      0      0
  V      0      1      0      0      0
  T      0      0      1      0      0
  A      0      0      0      1      0
  P      0      0      0      0      1
trace F = -1
eigenvalues of F:     -1     -1     -1      1      1
spinor u1 = [2, 1, 0, 1]
spinor u2 = [1, 1, 1, 0]
spinor u3 = [2, 1, 1, 0]
spinor u4 = [3, 1, 1, 2]
Bilinears, upper indices; pairs 12, 34, 14, 32
  1          3      6      5      2
  g0         3      8      9      4
  g1         2      6      8      2
  g2      0+2i   0-4i      0      0
  g3         1      3     -1      3
  s01        0   0+4i   0+2i      0
  s02        0      2      6     -2
  s03     0+3i   0-3i   0+1i   0+1i
  s12        1      4      7      0
  s13     0+2i   0-3i      0   0+1i
  s23        2      3      4      3
  g0g5       3      7      5      3
  g1g5       4      7      6      3
  g2g5       0   0-1i   0+2i   0-1i
  g3g5       1      6      3      2
  g5         1      1      3      1
Q  (12)(34):     18      1      7    -13      1
Q' (14)(32):     10     23     25    -11      3
F Q'       :     18      1      7    -13      1
F Q        :     10     23     25    -11      3
Combination: value in Q, value in Q'
  3S+T+3P           64     64
  2(S-P)+(V-A)      48     48
  V+A              -12     12
  S-T+P             12    -12
  2(S-P)-(V-A)      20    -20
\end{verbatim}
